# The Liberman–Pettifor Pressure Formula for a Neutral Atomic Sphere

## A pressure left over from large energies

A model crystal has nuclear charge 4, four electrons per atom and an atomic sphere of radius 2.4 bohr. Its kinetic energy is \(T=28.739\) Ry and its Coulomb energy is \(U=-53.126\) Ry. An exchange-correlation term defined below contributes \(-5.177\) Ry to the virial, so that

\[
3PV=2(28.739)-53.126-5.177=-0.825\ \text{Ry}.
\]

The same \(-0.825\) Ry follows from the energies of the occupied states, their angular-momentum weights, and the values and slopes of their radial functions at \(r=2.4\) bohr. No integral of a potential over the sphere is needed. This appendix derives that surface expression, divides it by angular momentum, and states what an implementation must supply.

## Conventions and result

Rydberg units are used: \(\hbar^2/2m=1\), \(e^2=2\), lengths in bohr. There is one atom per cell, replaced by a neutral sphere of radius \(S\) and volume \(V=4\pi S^3/3\). The density \(n(r)\) is spherically averaged, and neutral spheres do not interact. The treatment is non-relativistic and uses a local density functional with energy per electron \(\epsilon_{xc}(n)\) and potential \(\mu_{xc}=d(n\epsilon_{xc})/dn\).

State \(i\), with occupation \(f_i\) (spin and k-point weight included), has radial components \(\psi_L(r)=c_L\varphi_l(r,E)\), where \(L=(l,m)\) and

\[
\int_0^S\varphi_l^2r^2dr=1,\qquad \sum_L|c_L|^2=1,\qquad D_l=\frac{S\varphi_l'(S)}{\varphi_l(S)} .
\]

Let \(N_l(E)\) be the density of states weighted by \(\sum_m|c_L|^2\), with core levels included as discrete lines. The result for \(P=-dE_{tot}/dV\) is \(3PV=\sum_l 3P_lV\), with

\[
3P_lV=\int^{E_F}\!dE\,N_l\,S\varphi_l^2(S,E)\left\{(D_l-l)(D_l+l+1)+S^2[E-\epsilon_{xc}(S)]\right\}. \tag{1}
\]

Here \(\epsilon_{xc}(S)\) means \(\epsilon_{xc}(n(S))\), and energies are measured from the Coulomb potential at \(S\).

## The boundary condition does not depend on scale

Between spheres the waves have zero kinetic energy. Around one site they consist of a head \(a_L(r/S)^{-l-1}\) and the tails from all other sites, which are regular there. The structure matrix \(\mathcal S\) is defined by this expansion:

\[
\psi_L(r)=a_L\left(\frac rS\right)^{-l-1}-j_l\left(\frac rS\right)^{l}(\mathcal S a)_L,\qquad j_l=\frac1{2(2l+1)} .
\]

In a uniform dilation all ratios of lattice vectors to \(S\) are fixed, as are the Bloch phases, so \(\mathcal S\) is unchanged. Let \(j\) and \(\ell\) be the diagonal matrices of \(j_l\) and \(l\). At \(r=S\),

\[
\psi=Aa,\quad A=1-j\mathcal S;\qquad S\psi'=Wa,\quad W=-(\ell+1)-\ell j\mathcal S .
\]

For invertible \(A\) this gives \(S\psi'=B\psi\) with \(B=WA^{-1}\). This matrix is Hermitian if \(A^\dagger W\) is, and that rests on \(\mathcal S\) being Hermitian. To see that it is, take a head \(K_L\) on the site at \(0\) and a head \(K_{L'}\) on the site at \(R\). Both solve Laplace's equation away from their sites and decay fast enough that the surface at infinity does not contribute, so by Green's second identity the integrals of \(K_L^*\partial_rK_{L'}-K_{L'}\partial_rK_L^*\) over small spheres around the two sites add to zero. These integrals do not depend on the radii chosen. Around \(0\), where \(K_{L'}\) is a tail, the integral is \(-Sj_l(2l+1)\mathcal S_{0L,RL'}=-\tfrac S2\mathcal S_{0L,RL'}\). Around \(R\), where \(K_L\) is a tail, it is \(+\tfrac S2\mathcal S^*_{RL',0L}\). Hence \(\mathcal S_{0L,RL'}=\mathcal S^*_{RL',0L}\), and the Bloch sum over \(R\) is Hermitian. With \(A^\dagger=1-\mathcal Sj\), multiplying out gives

\[
A^\dagger W=-(\ell+1)-\ell j\mathcal S+\mathcal Sj(\ell+1)+\mathcal Sj\ell j\mathcal S .
\]

The first and last terms are Hermitian. Subtracting the adjoint of the other two leaves

\[
A^\dagger W-W^\dagger A=\mathcal Sj(2\ell+1)-j(2\ell+1)\mathcal S=\tfrac12\mathcal S-\tfrac12\mathcal S=0 .
\]

The crystal therefore enters through a Hermitian matrix \(B\) that is independent of \(S\).

## The virial theorem in the sphere

Define the kinetic energy by

\[
T=\sum_if_i\left\{\sum_L\int_0^S\left[|\psi_L'|^2+\frac{l(l+1)}{r^2}|\psi_L|^2\right]r^2dr-S\,\psi^\dagger(S)B\psi(S)\right\}.
\]

Integrating the first term by parts gives the volume integral of \(\psi^*(-\nabla^2)\psi\) plus the surface term \(S\psi^\dagger(S\psi'-B\psi)\). The surface term vanishes when the boundary condition holds, so for the solutions

\[
T=\sum_if_iE_i-\int nv\,d^3r .
\]

Conversely, if \(\psi\) is varied freely at the surface, stationarity requires \(S\psi'=B\psi\). Trial functions need not satisfy the condition beforehand.

The total energy is \(E_{tot}=T+U+E_{xc}\), where \(U\) contains the attraction to the nucleus and the repulsion between electrons. It is stationary under variations of orthonormal orbitals, which gives the potential \(v=v_C+\mu_{xc}\).

Now enlarge the sphere to \(\lambda S\) and use the trial orbitals \(\lambda^{-3/2}\psi(r/\lambda)\). Both parts of \(T\) scale as \(\lambda^{-2}\), and \(U\) scales as \(\lambda^{-1}\). The density becomes \(\lambda^{-3}n(r/\lambda)\), so

\[
E_{xc}(\lambda)=\int n\,\epsilon_{xc}(\lambda^{-3}n)\,d^3r,\qquad
\left.\frac{dE_{xc}}{d\lambda}\right|_1=-3\int n^2\frac{d\epsilon_{xc}}{dn}d^3r=-3\int p\,d^3r ,
\]

with \(p=n(\mu_{xc}-\epsilon_{xc})\). The trial orbitals differ from the self-consistent ones at \(\lambda S\) by a first-order amount, and stationarity makes the resulting energy error second order. Since \(S\,d/dS=3V\,d/dV\),

\[
3PV=-S\frac{dE_{tot}}{dS}=2T+U+3\int p\,d^3r. \tag{2}
\]

Occupations were held fixed. In a metal they may change at the Fermi surface, but \(\partial E_{tot}/\partial f_i=E_i\), so the first-order change is \(E_F\sum_i\delta f_i=0\).

## Turning the kinetic energy into a surface term

Put \(u=r\varphi_l\) and \(Q=E-v-l(l+1)/r^2\), so that \(u''=-Qu\). Then

\[
\begin{aligned}
(ru'^2)'&=u'^2-2rQuu',\\
(-uu')'&=-u'^2+Qu^2,\\
(rQu^2)'&=Qu^2+rQ'u^2+2rQuu'.
\end{aligned}
\]

The sum of the right-hand sides is \((2Q+rQ')u^2\). Since \(rQ'=-rv'+2l(l+1)/r^2\), the centrifugal parts cancel:

\[
\frac{d}{dr}\left[ru'^2-uu'+rQu^2\right]=[2(E-v)-rv']u^2 .
\]

The bracket vanishes at the origin because \(u\sim r^{l+1}\). At the surface \(u=S\varphi_l\) and \(u'=(1+D_l)\varphi_l\), which gives

\[
\begin{aligned}
F_l&=S\varphi_l^2\left[(1+D_l)^2-(1+D_l)-l(l+1)+S^2(E-v(S))\right]\\
&=S\varphi_l^2\left[(D_l-l)(D_l+l+1)+S^2(E-v(S))\right].
\end{aligned} \tag{3}
\]

The second line uses \(D(D+1)-l(l+1)=(D-l)(D+l+1)\). Integrating the identity over the sphere and summing over occupied states yields

\[
\sum_if_i\sum_L|c_L|^2F_l=2T-\int n\,rv'\,d^3r. \tag{4}
\]

## Cancelling the volume terms

**Coulomb part.** Let \(N(r)\) be the number of electrons inside \(r\), so \(N'=4\pi r^2n\). Gauss's law gives \(v_C'=2(Z-N)/r^2\), and

\[
\int n\,rv_C'\,d^3r=\int_0^S\frac{2Z}{r}N'dr-\int_0^S\frac{2N}{r}N'dr=-U .
\]

The last equality holds because adding a shell of \(dN\) electrons around the \(N\) already present costs a repulsion energy \(2N\,dN/r\), while its attraction to the nucleus is \(-2Z\,dN/r\).

**Exchange-correlation part.** From \(p=n\mu_{xc}-n\epsilon_{xc}\) and \((n\epsilon_{xc})'=\mu_{xc}n'\) follows \(p'=n\mu_{xc}'\). Integration by parts gives

\[
\int n\,r\mu_{xc}'\,d^3r=\int_0^S4\pi r^3p'\,dr=4\pi S^3p(S)-3\int p\,d^3r .
\]

Solve (4) for \(2T\) and insert it in (2). The terms \(-U\) and \(+U\) cancel, as do the two volume integrals of \(p\):

\[
3PV=\sum_if_i\sum_L|c_L|^2F_l+4\pi S^3n(S)[\mu_{xc}(S)-\epsilon_{xc}(S)]. \tag{5}
\]

The surface density also has an angular-momentum decomposition,

\[
4\pi S^3n(S)=\sum_if_i\sum_L|c_L|^2S^3\varphi_l^2(S,E_i),
\]

so the last term of (5) adds \(S^2(\mu_{xc}-\epsilon_{xc})\) to each bracket in (3). Neutrality gives \(v_C(S)=2(N(S)-Z)/S=0\), hence \(v(S)=\mu_{xc}(S)\), and \(E-v(S)+\mu_{xc}-\epsilon_{xc}\) becomes \(E-\epsilon_{xc}(S)\). This is (1).

## What the partial pressures mean

Suppose the potential \(v(r)\) is frozen, and continued smoothly past \(S\), while the sphere is enlarged. For one level the scaling argument gives

\[
-\frac{dE}{d\ln S}=2T_i-\int|\psi|^2rv'\,d^3r=\sum_L|c_L|^2F_l .
\]

Thus \(F_l\) is the outward force, per logarithmic change of radius, from the \(l\) component of a level in a frozen potential. The last term of (5) is the remainder that the frozen-potential sum misses.

Only the total is shown here to be an energy derivative. The separate \(P_l\) divide the surface terms, with the exchange-correlation term shared in proportion to the \(l\) density at \(S\).

Call the two parts of (1) the bond part, containing \((D_l-l)(D_l+l+1)\), and the energy part, containing \(E-\epsilon_{xc}(S)\). Three cases show their signs:

- For \(-l-1<D_l<l\) the bond part is negative and favours contraction.
- At \(D_l=-l-1\) the bond part vanishes. A pure s state with \(D_0=0\) also has no bond part, so its sign is that of \(E-\epsilon_{xc}(S)\).
- As \(D_l\to-\infty\), \(\varphi_l(S)\to0\) but \(S\varphi_l^2D_l^2=S^3\varphi_l'^2\) stays finite. The contribution is positive.

## Worked example

The model has one s, one p and one d channel and two equally weighted k points, with chosen structure matrices (rows and columns s, p, d)

\[
\mathcal S_1=\begin{pmatrix}-12&5&-3\\5&-6&2\\-3&2&-5\end{pmatrix},\qquad
\mathcal S_2=\begin{pmatrix}-4&4&-3\\4&-8&3\\-3&3&-6\end{pmatrix}.
\]

These matrices belong to no actual lattice. A lattice \(\mathcal S(k)\) has no on-site term and averages to zero over the zone, whereas the diagonal elements here are all negative, so the pressures below illustrate the formula and are not those of a real metal. The core level and the lowest valence level are filled at both points. Two spins times a weight of one half give \(f_i=1\). The functional is local-density exchange with VWN correlation in the fit to Monte Carlo data (VWN5); the RPA fit would change \(3PV\) at \(S=2.4\) bohr from \(-0.825\) to \(-0.837\) Ry.

The functions \(r\varphi_l\) were expanded in \(r^{l+1}\) times polynomials, and the solution was iterated to self-consistency. For the surface formula, \(D_l\) and \(\varphi_l(S)\) were obtained by integrating the radial equation outwards at each level energy.

At \(S=2.4\) bohr, \(\epsilon_{xc}(S)=-0.5738\) Ry. The valence levels are:

| k point, \(E\) (Ry) | \(l\) | \(\lvert c_l\rvert^2\) | \(D_l\) | \(\varphi_l^2(S)\) (bohr⁻³) |
|---|---|---|---|---|
| 1, −0.7052 | s | 0.9798 | −0.135 | 0.2207 |
| | p | 0.0192 | 0.585 | 0.2746 |
| | d | 0.0010 | 1.868 | 0.4769 |
| 2, −0.6250 | s | 0.9118 | −0.291 | 0.2090 |
| | p | 0.0830 | 0.460 | 0.2620 |
| | d | 0.0052 | 1.797 | 0.4689 |

For the s component at the first point, the common factor is \(0.9798\times2.4\times0.2207=0.519\). The two parts are

\[
0.519\,(-0.135)(0.865)=-0.061\ \text{Ry},
\]
\[
0.519\times5.76\,(-0.7052+0.5738)=-0.393\ \text{Ry}.
\]

The second point gives \(-0.094\) and \(-0.135\) Ry in the same way, so the valence s states contribute \(-0.683\) Ry. Including the core, the sums are:

| \(l\) | bond part (Ry) | energy part (Ry) | \(3P_lV\) (Ry) | \(P_l\) (GPa) |
|---|---|---|---|---|
| s | −0.1549 | −0.5536 | −0.7086 | −60.0 |
| p | −0.0829 | −0.0250 | −0.1079 | −9.1 |
| d | −0.0064 | −0.0026 | −0.0090 | −0.8 |

The total is \(3PV=-0.8254\) Ry. Dividing by \(4\pi S^3=173.7\) bohr³ gives \(P=-4.75\times10^{-3}\) Ry/bohr³, or \(-69.9\) GPa. A four-point central difference of self-consistent total energies in \(\ln S\), with step 0.01, also gives \(-0.8254\) Ry. The negative sign means that the energy falls on compression.

The p states hold a small share of the valence charge but supply 13% of the pressure. Their bond part exceeds their energy part because \((D_1-1)(D_1+2)\) is about \(-1.1\) and \(-1.3\) at the two points, while \(S^2(E-\epsilon_{xc})\) is \(-0.76\) and \(-0.29\).

The core contributes \(-0.026\) Ry, 3% of the total or about \(-2.2\) GPa. This is the difference between the s row, \(-0.709\) Ry, and the valence s sum, \(-0.683\) Ry. It lies almost wholly in the energy part, where a small surface density multiplies a large \(E-\epsilon_{xc}(S)\). At \(S=3.0\) bohr it has dropped to \(-0.001\) Ry. Its size and sign come from the boundary condition: the core level, at \(-7.2\) Ry, is matched to a tail of zero kinetic energy, which keeps \(D_0\) close to zero. In the same potential a decaying tail, \(D_0=-1-\kappa S\approx-7.1\) with \(\kappa^2=v(S)-E\), makes the bond and energy parts nearly cancel and leaves \(+0.001\) Ry, and a node at \(S\) gives \(+0.019\) Ry.

The exchange-correlation term in (5) matters more. With \(n(S)=0.03477\) bohr⁻³ and \(\mu_{xc}(S)=-0.7483\) Ry it is

\[
173.7\times0.03477\times(-0.7483+0.5738)=-1.054\ \text{Ry}.
\]

Without it \(3PV\) would be \(+0.229\) Ry, which has the wrong sign. At \(S=3.0\) bohr the full formula gives \(-1.328\) Ry, or \(-57.6\) GPa, and omitting the term would leave \(-0.627\) Ry.

## Implementation and limits

For each occupied level, obtain \(|c_L|^2\), normalize \(\varphi_l\) at the level energy, and evaluate (1). Near a zero of \(\varphi_l(S)\), replace the product of \(S\varphi_l^2\) and the first bracket by the equivalent form

\[
S\left[(S\varphi_l')^2+S\varphi_l'\varphi_l-l(l+1)\varphi_l^2\right],
\]

which contains no division. If the energy zero is not the Coulomb potential at \(S\), use \(E-v(S)+\mu_{xc}(S)-\epsilon_{xc}(S)\) in place of \(E-\epsilon_{xc}(S)\). Include core levels until their surface terms fall below the accuracy wanted, so that (1) remains the derivative of the total energy being computed. The value of those terms depends on the boundary condition imposed on the core and should not be read as a physical core pressure.

Self-consistency must be tighter than for the total energy. An error in the density enters the stationary total energy at second order, but it enters the surface amplitudes and level energies at first order.

The derivation does not cover the following cases without further terms:

- Charged spheres have an electrostatic interaction that depends on \(S\), and in general \(v_C(S)\ne0\).
- Gradient-dependent functionals do not satisfy \(p'=n\mu_{xc}'\) with the local \(p\) used here.
- Tails of fixed non-zero kinetic energy, or a strain that changes the shape of the lattice, make \(B\) change with the deformation.
- A non-spherical potential couples different angular momenta and invalidates the separate radial identity for each \(l\).
